# Why a complex absorbing potential reflects slow waves and transmits fast ones

## A uniform absorber

Let a particle travel to the right and meet, at $x=0$, a region where the potential is $-i\eta$ with constant $\eta>0$. Hartree atomic units are used, so $E=k^2/2$ for the incident wave $e^{ikx}$. The stationary equation inside,

$$-\tfrac12\psi''-i\eta\psi=E\psi ,$$

gives $\psi=e^{iqx}$ with $q^2=k^2+2i\eta$. We take the root with $\operatorname{Im}q>0$, which decays to the right. Outside, $\psi=e^{ikx}+re^{-ikx}$. Continuity of $\psi$ and $\psi'$ at the boundary requires $1+r=t$ and $k(1-r)=qt$. Eliminating $t$,

$$r=\frac{k-q}{k+q}.$$

For a fast wave, $\eta/E\ll1$ and $q\simeq k(1+i\eta/2E)$. Hence $r\simeq-i\eta/(4E)$, and the reflection probability $R=|r|^2\simeq\eta^2/(4k^4)$ is small. The density inside falls as $e^{-2\operatorname{Im}q\,x}\simeq e^{-2\eta x/k}$, which is slow decay when $k$ is large. For a slow wave, $k\to0$ while $q\to\sqrt{2i\eta}$ stays finite, so $r\to-1$.

Two ways for an absorber to fail are visible here. An absorber changes the wave number, and a change of wave number reflects. The same $\eta$ is a large change for a slow wave and a small one for a fast wave. The fast wave enters easily, but crosses any finite thickness of absorber in a short time. Switching the absorber on gradually can reduce the first problem. At the same integrated strength, it leaves the second.

## The model and its loss of current

Let $W=0$ for $x<0$ and

$$W(x)=\eta\left(\frac{x}{L}\right)^n,\qquad 0<x<L,\quad n=1,2,\ldots,$$

with potential $-iW$. The grid ends at $L$ with a hard wall, $\psi(L)=0$. A wave that crosses the absorber is then sent back through it. We also consider an open end, beyond which the potential is zero, to measure transmission in one pass.

The sign of the potential follows from the time-dependent equation $i\partial_t\psi=-\frac12\psi''-iW\psi$. Multiplying $\partial_t\psi=\frac i2\psi''-W\psi$ by $\psi^*$ and adding the complex conjugate gives

$$\partial_t|\psi|^2=-j'-2W|\psi|^2,\qquad j=\operatorname{Im}(\psi^*\psi').$$

Density is lost at the rate $2W$. In a stationary state the left side vanishes. The current is $k(1-R)$ at the entrance and $kT$ at an open exit, so integration over the absorber yields

$$1-R-T=\frac2k\int_0^L W|\psi|^2dx .$$

With the wall, $T=0$.

## Fast waves: too little time to be absorbed

Write the equation as $\psi''+q^2\psi=0$, with $q(x)=\sqrt{k^2+2iW(x)}$. Setting $\psi=e^{iS}$ gives $(S')^2=q^2+iS''$. If $q$ varies little over a local wavelength, $|q'|\ll|q|^2$, the first approximation is $S'=\pm q$. Put $S'=\pm q+\sigma$ and keep terms linear in $\sigma$ and $q'$: $\pm2q\sigma=\pm iq'$, so $\sigma=iq'/(2q)$. Integration gives the WKB waves

$$\psi_\pm=q^{-1/2}e^{\pm i\phi},\qquad \phi(x)=\int_0^xq\,dx'.$$

At the wall, $Ae^{i\phi(L)}+Be^{-i\phi(L)}=0$. The common prefactor cancels from $B/A$, so the returning amplitude is

$$r_{\rm wall}=-e^{2i\phi(L)},\qquad |r_{\rm wall}|^2=\exp\left(-4\int_0^L\operatorname{Im}q\,dx\right).$$

For $W\ll E$, expansion of the square root gives $\operatorname{Im}q\simeq W/k$. Since $\int_0^LW\,dx=\eta L/(n+1)$,

$$R_{\rm wall}\simeq\exp\left[-\frac{4\eta L}{(n+1)k}\right],\qquad
T\simeq\exp\left[-\frac{2\eta L}{(n+1)k}\right].$$

The second result is for one pass through an open end. Its exponent is the loss rate $2W$ integrated over the travel time $dx/k$. At fixed $\eta$ and $L$, it tends to zero as $k\to\infty$: fast waves are transmitted.

The next term in the root gives

$$\operatorname{Im}q\simeq \frac Wk\left[1-\frac18\left(\frac WE\right)^2\right].$$

Strong damping is therefore weaker than the simple law predicts. Averaging the correction with weight $W$ reduces the exponent by the relative amount

$$\frac{(\eta/E)^2}{8}\frac{n+1}{3n+1}.$$

The change in the exponent itself, not just this relative amount, must be small if the simple law is to give an accurate return probability.

## Slow waves: reflection at the onset

The WKB waves travel without exchanging amplitude. To find reflection, split the exact solution into local right- and left-going parts by

$$\psi=a+b,\qquad \psi'=iq(a-b).$$

Differentiating the first relation gives $a'+b'=iq(a-b)$. Differentiating the second and using $\psi''=-q^2\psi$ gives

$$a'-b'=iq(a+b)-\frac{q'}q(a-b).$$

Half the sum and half the difference are

$$a'=iqa-\frac{q'}{2q}(a-b),\qquad b'=-iqb+\frac{q'}{2q}(a-b).$$

For the local reflection ratio $v=b/a$, use $v'=b'/a-va'/a$:

$$v'=-2iqv+\frac{q'}{2q}(1-v^2).$$

This equation is exact. Each change $dq$ creates reflection, which then propagates with its phase. Where $v$ is small, drop $v^2$. Multiplication by $e^{2i\phi}$ turns the left side into a total derivative. Suppose the wall is so remote that its wave has decayed. Integrating from the entrance into the absorber then gives

$$r\simeq-\int_0^\infty\frac{q'}{2q}e^{2i\phi}dx .$$

Since $qq'=iW'$, we have $q'/(2q)=iW'/(2q^2)$. The integrand oscillates. Repeated integration by parts in the variable $\phi$ gives terms at the onset, the first coming from the first nonzero derivative of $W$. To obtain it, set $q=k$ and $\phi=kx$ near $x=0$:

$$r_{\rm on}=-\frac{i\eta n}{2k^2L^n}\int_0^\infty x^{n-1}e^{2ikx}dx.$$

The endpoint part of the integral is found by inserting $e^{-\alpha x}$ and then letting $\alpha\to0^+$. It equals $(n-1)!\,(i/2k)^n$. Thus

$$r_{\rm on}=-\frac{n!}{4}i^{n+1}\delta,\qquad
\delta=\frac{\eta/E}{(2kL)^n}.$$

Here $\eta/(2k^2)=\eta/(4E)$ supplies the factor $1/4$. The onset probability is

$$R_{\rm on}\simeq\left[\frac{\eta}{4E}\frac{n!}{(2kL)^n}\right]^2\propto k^{-(2n+4)}.$$

Four powers of $1/k$ come from the ratio $\eta/E$, as in the uniform absorber. The other $2n$ come from smoothness: a fast wave averages over the gradual onset, while a slow wave sees it as abrupt.

The parameter $\delta$ has a wider meaning. With $z=2kx$ the wave equation becomes

$$\frac{d^2\psi}{dz^2}+\frac14(1+i\delta z^n)\psi=0.$$

For a remote wall, reflection depends only on $n$ and $\delta$. The onset law is the leading result for small $\delta$.

## Reflection inside the absorber

Integration by parts yields powers of $\delta$. It misses terms that are exponentially small at small $\delta$, and these can matter at useful absorber lengths. They come from the zero of $q$ at a complex position $z_0$:

$$1+i\delta z_0^n=0,\qquad z_0=\delta^{-1/n}e^{i\pi/(2n)}.$$

Near such a point $q'/q$ is large, so dropping $v^2$ is not justified. For $n\ge2$, we solve the wave equation there instead. Set $z=z_0t$. Since $i\delta z_0^n=-1$,

$$\frac{d^2\psi}{dt^2}+\frac{z_0^2}{4}(1-t^n)\psi=0.$$

Near $t=1$, $1-t^n\simeq n(1-t)$. With $s=\kappa(t-1)$ and $\kappa^3=nz_0^2/4$, this becomes $\psi_{ss}=s\psi$. The physical solution decays deep in the absorber. There $\psi$ behaves as the exponential of

$$-\frac{z_0}{2}\int_1^t\sqrt{t'^n-1}\,dt'.$$

At large $|t|$ the integral varies as $t^{n/2+1}$. Physical positions have $\arg t=-\pi/(2n)$, so the product of $z_0$ and the integral has phase $-\pi/4$. Turning to real $t>1$ changes this phase to $\pi/(2n)$. Its real part stays positive throughout, so the same solution decays along both directions. It is the Airy function $\operatorname{Ai}(s)$.

On the other side, $t<1$, the Airy function is proportional to $\sin(\zeta+\pi/4)$, apart from a prefactor common to both waves, with

$$\zeta=\frac{z_0}{2}\int_t^1\sqrt{1-t'^n}\,dt'.$$

Define $c_n=\int_0^1\sqrt{1-t^n}\,dt$. Near the entrance, $\zeta=c_nz_0/2-kx$. In

$$\sin(\zeta+\pi/4)=\frac{e^{i(\zeta+\pi/4)}-e^{-i(\zeta+\pi/4)}}{2i}$$

the second term is therefore incident and the first reflected. Their ratio is $-e^{i\pi/2}e^{ic_nz_0}$, so

$$r_{\rm bulk}\simeq-ie^{ic_nz_0},\qquad
|r_{\rm bulk}|\simeq\exp\left[-c_ns_n\delta^{-1/n}\right],$$

where $s_n=\sin(\pi/2n)$. The estimate requires $|c_nz_0|\gg1$ and a wall deep enough not to disturb this solution.

We add $r_{\rm on}$ and $r_{\rm bulk}$, each at leading order. Since one is a power and the other an exponential, the sum needs an independent check. Direct integration of the Schrödinger equation supplies it. For $n=4$ and $\delta=10^{-6}$, the onset amplitude is $6.0\times10^{-6}$, the bulk amplitude $2.55\times10^{-5}$, and the computed total $3.10\times10^{-5}$. The complex error is 0.8% of the sum of the two magnitudes. For $n=1$ the turning point lies on the limiting direction of the argument above. The exact Airy solution for $n=1$ carries this term with about half the amplitude: at $\delta=0.04$, $\operatorname{Im}r=-2.9\times10^{-8}$, against $-5.8\times10^{-8}$ from the formula. We keep the full bulk formula there as a cautious overestimate; at small $\delta$ it is negligible.

## The limit of zero speed

As $k\to0$, $\delta$ grows and both small-reflection estimates fail. The limit follows from $Y=\psi'(0)/\psi(0)$, evaluated at $k=0$. The current into the absorber is

$$\operatorname{Im}[\psi^*(0)\psi'(0)]=2\int_0^LW|\psi|^2dx>0,$$

so neither $\psi(0)$ nor $\psi'(0)$ vanishes. Hence $Y$ is finite and nonzero, with $\operatorname{Im}Y>0$. Matching to the incident and reflected waves gives $ik(1-r)/(1+r)=Y$, or

$$r=\frac{ik-Y}{ik+Y}\to-1,\qquad 1-R\simeq\frac{4k\operatorname{Im}Y}{|Y|^2}.$$

The second formula follows from $|ik+Y|^2-|ik-Y|^2=4k\operatorname{Im}Y$. A finite absorber of this kind reflects a sufficiently slow wave almost completely.

## The least length

Consider a band from $k_{\min}$ to $k_{\max}$, and let $\rho=k_{\max}/k_{\min}$. Require each of the three return probabilities to be at most $\varepsilon$, relative to unit incident current. Write $G=\ln(1/\varepsilon)$. The wall estimate rises with $k$, so the fastest wave sets the least strength:

$$\frac{4\eta L}{(n+1)k_{\max}}\ge G
\quad\Longrightarrow\quad
\eta\ge\frac{(n+1)k_{\max}G}{4L}.$$

The onset and bulk estimates fall with $k$, so the slowest wave limits $\delta$. The onset condition $n!\delta/4\le\sqrt\varepsilon$ and the bulk condition $2c_ns_n\delta^{-1/n}\ge G$ together give

$$\delta\le\delta_{\max}=\min\left\{\frac{4\sqrt\varepsilon}{n!},\left(\frac{2c_ns_n}{G}\right)^n\right\}.$$

At $k_{\min}$, $\eta/E=2\eta/k_{\min}^2$. Inserting the least permitted $\eta$,

$$\delta=\frac{(n+1)\rho G}{(2k_{\min}L)^{n+1}}.$$

A larger $\eta$ would only increase $\delta$. The conditions can therefore be met together if and only if this value is at most $\delta_{\max}$. With $\lambda_{\rm slow}=2\pi/k_{\min}$, the least length is

$$\boxed{\frac{L}{\lambda_{\rm slow}}=\frac1{4\pi}\left[\frac{(n+1)\rho G}{\delta_{\max}}\right]^{1/(n+1)}}$$

When the onset controls, this becomes

$$\frac{L}{\lambda_{\rm slow}}=\frac1{4\pi}\left[\frac{(n+1)!\,\rho\ln(1/\varepsilon)}{4\sqrt\varepsilon}\right]^{1/(n+1)}.$$

This is a minimum for the chosen monomial family and these leading estimates, not for every possible absorber. The three amplitudes can interfere. If each has magnitude at most $\sqrt\varepsilon$, their sum gives at most $9\varepsilon$. A strict total budget can be met, within the estimates, by replacing $\varepsilon$ by $\varepsilon/9$ in the design. This needs weak damping at $k_{\max}$: for $\rho=1$, $n=3$ and $\varepsilon=10^{-6}$ the $\varepsilon/9$ design has $\eta/E=2.5$, and its computed return is still $1.4\varepsilon$.

## A band with a fourfold range of speed

Take $k_{\min}=0.5$ and $k_{\max}=2$ bohr$^{-1}$, so the energies run from 0.125 to 2 hartree. Choose $n=2$ and $\varepsilon=10^{-6}$. Then $\rho=4$ and $G=13.816$. The onset permits $\delta\le4\times10^{-3}/2=0.00200$, while the bulk permits 0.00646. The onset controls, and

$$2k_{\min}L=\left(\frac{3\times4\times13.816}{0.00200}\right)^{1/3}=43.6.$$

Since $2k_{\min}=1$ bohr$^{-1}$, $L=43.6$ bohr, or 2.31 nm. The slowest wavelength is 12.57 bohr, so the absorber is 3.47 of these wavelengths long. Its strength is

$$\eta=\frac{3\times2\times13.816}{4\times43.6}=0.475\ \text{hartree},$$

or 12.9 eV. Direct integration with the hard wall gives:

| $k$ (bohr$^{-1}$) | Total return $R$ |
|---:|---:|
| 0.05 | $0.46$ |
| 0.25 | $3.5\times10^{-3}$ |
| 0.5 | $0.99\times10^{-6}$ |
| 1 | $3.7\times10^{-9}$ |
| 2 | $1.05\times10^{-6}$ |
| 8 | $3.2\times10^{-2}$ |

The return is small between the two design speeds and larger on both sides, although on the slow side it does not rise steadily between the tabulated speeds. At $k=0.25$, the bulk estimate, $2.0\times10^{-3}$, exceeds the onset estimate, $2.6\times10^{-4}$. At $k=8$, the wall estimate is $3.2\times10^{-2}$, in agreement with the table. With an open end, 18% of this fast wave is transmitted in one pass.

The return at $k=2$ exceeds the target by 5%. Most of this excess comes from the weaker damping found above. There $\eta/E=0.238$, so the exponent is reduced by the fraction $(0.238^2/8)(3/7)=0.0030$. Multiplication by 13.8 gives a change of 0.042, or about 4% in $R$. The full WKB integral gives $1.04\times10^{-6}$.

The least length can be checked without the reflection formulas. At each trial length, 21 strengths between 0.6 and 2 times the predicted $\eta$ were tried, and the larger return at the two band edges was recorded. Its smallest value was $3.6\varepsilon$ at 0.8 of the predicted length, $1.05\varepsilon$ at the predicted length and $0.40\varepsilon$ at 1.2 times it. The strengths are spaced by about 6%, so these values are upper bounds on the best return at each length. One step changes the slow-edge return, which varies roughly as $\eta^2$, by about 15% or less, so the miss at the shortest length is not caused by the spacing. The numerical check asserts that the shortest case misses the target and the longest meets it.

## What smoothness and bandwidth cost

For the same band and $\varepsilon=10^{-6}$, the predicted lengths for $n=1,2,3$ are 13.2, 3.47 and 2.50 slow wavelengths. At $\varepsilon=10^{-4}$ they are 3.42, 1.56 and 1.67. In the second set, going from $n=2$ to $n=3$ raises the predicted length by 7%. This does not fix the order of the true least lengths: direct integration gives a slow-edge return of $1.8\varepsilon$ for the $n=2$ design and $0.79\varepsilon$ for the $n=3$ design.

The rise in the predicted length comes from the bulk condition, which controls both designs. A higher power gives a softer onset, but it also moves the phase of $z_0$ towards the real axis. This reduces $s_n$ and weakens the exponential suppression. When the bulk controls, substitution of its $\delta_{\max}$ gives, at fixed $n$ and $\rho$, $L/\lambda_{\rm slow}\propto G$. The length then grows only logarithmically with $1/\varepsilon$. At fixed $n$, however, $\sqrt\varepsilon$ eventually falls below any fixed power of $1/G$. The onset then controls, and the length grows as $(G/\sqrt\varepsilon)^{1/(n+1)}$.

Near the change of control, both amplitudes contribute. For $n=2$ and $\varepsilon=10^{-4}$, the design has $\delta=0.0145$, so the bulk estimate equals $\varepsilon$ and the onset estimate is $0.53\varepsilon$. Each satisfies the target, but adding the two complex amplitudes, which are nearly in quadrature here, gives $1.7\varepsilon$, and the computed slow-edge return is $1.8\varepsilon$. This is why a limit on each contribution must be distinguished from a limit on their total.

A narrow band has a different difficulty. For one wavelength, $\rho=1$, with $n=2$ and $\varepsilon=10^{-6}$, the formula gives $L=2.19\lambda$. But now $\eta/E=1.51$, so damping is not weak. The computed return is $5.3\times10^{-6}$, and the wall contribution from the full WKB integral is already $3.0\times10^{-6}$. The short formula is then a starting value. Replacing its damping condition by $4\int_0^L\operatorname{Im}q\,dx\ge G$ and solving this together with $\delta\le\delta_{\max}$ repairs the wall estimate but not the total. It gives $L=2.25\lambda$ and a computed return of $4.0\times10^{-6}$. Here the onset controls, so the estimated onset and wall amplitudes both reach magnitude $\sqrt\varepsilon$ at the same $k$, and their sum can give a return probability of up to $4\varepsilon$. Using $\varepsilon/4$ in this repaired design (the short formula with $\varepsilon/4$ gives $2.84\lambda$ and still returns $1.5\times10^{-6}$) allows for this sum: it gives $L=2.91\lambda$ and a computed return of $4.2\times10^{-7}$. A smaller $\varepsilon$ is not the only remedy. Lengthening the $2.25\lambda$ absorber by a quarter wavelength at the same $\eta$ weakens both contributions and changes their relative phase, and the computed return falls to $1.2\times10^{-7}$. Because the phase matters, the total return should be checked by direct integration.

These results concern a continuous coordinate and normal incidence. In several dimensions with a flat absorber, the relevant $k$ is the component normal to its surface, because motion parallel to the surface separates. A particle moving quickly but almost parallel to the boundary is therefore a slow wave for the absorber. The length must be chosen from the range of normal wave numbers that the calculation needs to absorb, not from the total kinetic energy. The smallest sets $\lambda_{\rm slow}$, and the largest enters through $\rho$.

## Values computed for the example and the checks

```
k_min, k_max = 0.5, 2.0 bohr^-1; n = 2; eps = 1e-06
band energies = 0.125 to 2.000 hartree
band energies = 3.40 to 54.42 eV
slowest wavelength = 12.566 bohr
ln(1/eps) = 13.8155; 2*k_min*L = 43.602
delta limits: onset = 0.00200, bulk = 0.00646
least L = 43.602 bohr = 2.3073 nm
least L / slowest wavelength = 3.4697
eta = 0.4753 hartree = 12.93 eV
eta/E at k_min, k_max = 3.802, 0.238
open end, k=1.3: R=6.024e-10, T=2.906e-05, absorbed=0.999971
remote wall: n, delta, |r| direct, |r| onset, |r| bulk, error of sum
  1  4.000e-04  1.0006e-04  1.0000e-04  0.0000e+00  6.01e-04
  2  2.000e-04  9.9999e-05  1.0000e-04  8.8165e-18  2.00e-03
  3  6.667e-05  1.2500e-04  1.0000e-04  3.1227e-05  5.11e-03
  4  1.000e-06  3.1029e-05  6.0000e-06  2.5497e-05  7.94e-03
summed steps / direct onset amplitude, modulus = 1.00000
R at delta=0.02, k=0.4 and 1.7: 7.80201e-04, 7.80201e-04
1-R at k=0.002, 0.001 = 0.02983, 0.01503
one pass k= 4.0: T direct=0.03165, estimate=0.03162
one pass k= 8.0: T direct=0.17783, estimate=0.17783
one pass k=16.0: T direct=0.42170, estimate=0.42170
wall return: k [bohr^-1], R direct, and estimates R onset, R bulk, R wall
   0.05  4.6360e-01  1.000e+02  7.801e-01  1.326e-26
   0.10  1.9992e-01  3.906e-01  3.703e-01  4.251e-26
   0.25  3.4853e-03  2.560e-04  2.011e-03  8.735e-24
   0.50  9.8992e-07  1.000e-06  1.636e-11  3.273e-19
   1.00  3.7313e-09  3.906e-09  7.155e-44  2.977e-12
   2.00  1.0523e-06  1.526e-11  2.621e-173  1.042e-06
   4.00  1.0016e-03  5.960e-14  0.000e+00  1.001e-03
   8.00  3.1625e-02  2.328e-16  0.000e+00  3.162e-02
designs: eps, n, control, L/lambda_slow, direct R/eps at k_min, at k_max
  1e-04  1  onset  3.4154  1.1424  1.0237
  1e-04  2  bulk  1.5646  1.8150  1.0705
  1e-04  3  bulk  1.6687  0.7861  1.1009
  1e-06  1  onset  13.2278  1.0122  0.9867
  1e-06  2  onset  3.4697  0.9899  1.0523
  1e-06  3  bulk  2.5031  1.4791  1.1447
L/L_pred=0.8: best worst R/eps=3.6435, eta=0.5530 hartree
L/L_pred=1.0: best worst R/eps=1.0521, eta=0.4902 hartree
L/L_pred=1.2: best worst R/eps=0.4031, eta=0.4346 hartree
single wave: L/lambda=2.1858, eta/E=1.509
single wave: R direct=5.284e-06, full-WKB wall R=3.043e-06
```
